Defect formation energies and the skipping of negative-U charge states

1. Definitions and conventions

A defect D in a crystal can carry different charges. Its charge is qe, with e > 0 and q an integer, so D^q has q fewer electrons than the neutral defect D^0. Energies are in eV. The valence-band edge is E_V, the gap is E_g, and the chemical potential of the electrons is

μ_e = E_V + E_F,  0 ≤ E_F ≤ E_g.

The Fermi energy E_F is thus measured from the valence-band edge. Atoms are exchanged with reservoirs at chemical potentials μ_i; making the defect adds m_i atoms of species i, and m_i is negative for removed atoms.

E_tot(D^q) is the lowest total energy of the crystal containing D^q, with the atoms relaxed for that charge, and E_tot(host) is the energy of the perfect crystal. The temperature is zero until section 7. The defects are dilute, so they do not interact and do not change the bulk bands.

A charge state is called skipped if there is no E_F, inside the gap or on the lines extended beyond it, at which it is the unique state of lowest formation energy. A state can also be missing from the gap merely because its range of stability lies outside 0 ≤ E_F ≤ E_g; that is a different situation.

2. One charge state: a straight line

Start with a single charge q. Neutral host and neutral atoms go in; D^q comes out, and q electrons go to an electron reservoir that held N. For negative q the reservoir supplies |q| electrons. The energy change is

E_f = E_tot(D^q) − E_tot(host) − Σ m_i μ_i + E_res(N+q) − E_res(N).

For a large reservoir of size L the energy is extensive, E_res(N) = L f(N/L), up to boundary terms. Expanding in the small change q/L gives

E_res(N+q) − E_res(N) = q f′(N/L) + q² f″(N/L)/(2L) + …

The first coefficient is the chemical potential, f′ = μ_e. The remainder vanishes as 1/L if f is smooth. Inserting μ_e = E_V + E_F leaves

E_f(q; E_F) = E(q) + qE_F,
E(q) = E_tot(D^q) − E_tot(host) − Σ m_i μ_i + qE_V.

The slope is the charge: a positive defect has given electrons away, and their energy in the reservoir rises with E_F. The line is straight because E(q) does not contain E_F. That would fail if moving the Fermi energy changed the surroundings of the defect, for example by filling a band and screening the defect charge.

The result does not depend on the zero of potential. If the potential energy of every electron is raised by c, nuclei and electrons compensate in a neutral system, but D^q lacks q electrons and its energy changes by −qc. The term qE_V changes by +qc, and the sum is unchanged. This requires E_tot(D^q) and E_V to share one potential reference. In a calculation with a finite periodic cell, the spurious interaction of the charge with its images must also be removed. If an error −cq² remained in E(q), the second difference that decides skipping below would be wrong by −2c, because (q+1)² + (q−1)² − 2q² = 2.

Limit of a large reservoir. Take L levels holding one electron each, spread over a gap of 3.0 eV:

η_k = (E_g/2)[1 − cos(πk/(L+1))],  k = 1 … L.

Fill the lowest N = 0.3L levels and define μ by the same expression with 0.3 in place of k/(L+1). Adding two electrons costs η_(N+1) + η_(N+2). This exceeds 2μ by 18.32 meV for L = 500, 9.16 meV for L = 1000 and 4.58 meV for L = 2000. Each doubling of the reservoir halves the difference. About five sixths of it is the quadratic term q²f″/(2L) with q = 2; the rest comes from the boundary terms, which here also fall as 1/L.

3. Two charge states: a transition level

Let p > r be two charges. Their lines cross where

E(p) + pE_F = E(r) + rE_F.

Collecting the terms in E_F gives the transition level

ε(p/r) = [E(r) − E(p)]/(p − r).

Subtracting the lines and using this definition,

E_f(p) − E_f(r) = E(p) − E(r) + (p − r)E_F = (p − r)[E_F − ε(p/r)].

Since p − r > 0, the more positive state is lower below the level and the less positive state is lower above it. Raising E_F fills the defect with electrons.

Limit of a rigid orbital. Suppose one electron enters an orbital at energy ε_d above E_V and nothing else responds. Then E(p−1) = E(p) + ε_d, and the formula gives ε(p/p−1) = ε_d. In general the transition level is a difference of relaxed total energies, so it includes the repulsion between electrons and the motion of the atoms.

4. Three adjacent states: the condition for skipping

Now let the defect have the charges q+1, q and q−1. Define

U = E(q+1) + E(q−1) − 2E(q).

The same combination of formation energies is independent of the Fermi energy, because the slopes cancel:

E_f(q+1) + E_f(q−1) − 2E_f(q) = U + [(q+1) + (q−1) − 2q]E_F = U.

Thus U is the energy of the reaction 2D^q → D^(q+1) + D^(q−1) for well-separated defects. A negative U means that two defects in the middle state lower their energy by passing an electron from one to the other.

To find the ground state at each E_F, write ε̄ = ε(q+1/q−1) for the crossing of the two outer lines. The mean of the outer energies is E_f(q) + U/2. Their difference is 2(E_F − ε̄), by section 3 with p − r = 2. Therefore

E_f(q±1) = E_f(q) + U/2 ± (E_F − ε̄).

The lower of the two has the negative sign in front of the modulus, so

E_f(q) − min[E_f(q+1), E_f(q−1)] = |E_F − ε̄| − U/2.

The middle state is the unique ground state if and only if the right side is negative, that is, if |E_F − ε̄| < U/2. This proves the condition:

U > 0: the middle state is lowest in a window of width U centred on ε̄.
U = 0: the three lines meet at ε̄, and the middle state ties there.
U < 0: the middle state is above at least one neighbour at every E_F.

For U < 0 its smallest excess is |U|/2, reached at ε̄. The ground-state charge then changes by two units at a single Fermi energy.

The one-electron levels give the same result in another form:

ε(q/q−1) − ε(q+1/q) = [E(q−1) − E(q)] − [E(q) − E(q+1)] = U.

For positive U, the level for adding the first electron lies below the level for adding the second. For negative U the order is inverted: the second electron is bound more strongly than the first.

Limit of the gap edges. For U > 0 the middle state appears in the gap if its window overlaps 0 < E_F < E_g. If ε̄ + U/2 < 0 or ε̄ − U/2 > E_g, it does not appear there in spite of positive U. Likewise, for U < 0 the two-electron jump is seen in the gap if ε̄ lies inside it.

5. Where a negative U can come from

Electrons repel one another, so a negative U needs a compensating energy. Relaxation of the lattice can supply it. Consider one orbital with n = 0, 1 or 2 electrons and charge q = 2 − n, coupled linearly to one oscillator of quantum ħω:

H_n = nε_d + U_H δ_(n,2) + ħω b†b + n√(λħω)(b + b†).

Here U_H is the repulsion of the two electrons, b removes one quantum, and λ will turn out to be the relaxation energy for one electron. The zero-point energy is omitted because it is the same for every n.

Complete the square with the shifted operator B = b + n√(λ/ħω). Multiplying out,

ħω B†B = ħω b†b + n√(λħω)(b + b†) + n²λ.

The first two terms on the right are the oscillator part of H_n. Hence

H_n = nε_d + U_H δ_(n,2) − n²λ + ħω B†B.

Adding a number to b does not change its commutator with its adjoint, so B†B has the eigenvalues 0, 1, 2, …. The lowest energy is

E_n = nε_d + U_H δ_(n,2) − n²λ.

The force on the lattice grows as n, and so does the displacement; the net energy gained is half their product, because the elastic energy takes back the other half, and it grows as n². Two electrons on one defect gain 4λ, whereas two singly occupied defects gain 2λ together. The second difference is

U = E_0 + E_2 − 2E_1 = (2ε_d + U_H − 4λ) − 2(ε_d − λ) = U_H − 2λ.

Within this model the singly occupied state is skipped if λ > U_H/2.

Limit of a frozen lattice. Form the same combination before relaxation. The oscillator energy enters with weight 1 + 1 − 2 = 0 and the linear coupling with weight 0 + 2 − 2 = 0, so

H_0 + H_2 − 2H_1 = U_H.

In any fixed state of the lattice the electrons therefore still repel with the full U_H. The negative sign belongs to relaxed energies and need not appear in a process too fast for the atoms to follow.

Numbers for strong coupling. Choose round model parameters: E_g = 3.0, ε_d = 2.2, U_H = 0.8 and λ = 0.6 eV, with E(+2) = 1.0 eV for the empty defect. Then

E(+1) = 1.0 + 2.2 − 0.6 = 2.6 eV,
E(0) = 1.0 + 4.4 + 0.8 − 2.4 = 3.8 eV,
U = 0.8 − 1.2 = −0.4 eV.

The levels are

ε(+2/+1) = 2.6 − 1.0 = 1.6 eV,
ε(+1/0) = 3.8 − 2.6 = 1.2 eV,
ε(+2/0) = (3.8 − 1.0)/2 = 1.4 eV.

The one-electron levels are inverted by 0.4 eV, and the ground state jumps from +2 to 0 at 1.4 eV. The formation energies E(q) + qE_F of the charges +2, +1, 0, in eV, are

E_F = 0.5: 2.0, 3.1, 3.8
E_F = 1.2: 3.4, 3.8, 3.8
E_F = 1.4: 3.8, 4.0, 3.8
E_F = 1.6: 4.2, 4.2, 3.8
E_F = 2.5: 6.0, 5.1, 3.8

At 1.2 eV the +1 and 0 lines cross, but +2 lies lower. At 1.6 eV the +2 and +1 lines cross, but 0 lies lower. Both one-electron crossings are hidden above the ground state. At 1.4 eV the middle state is 0.2 eV too high, which is |U|/2.

These numbers also describe charge injection one electron at a time. At E_F = 1.4 eV, with the lattice relaxed after each step, the first electron raises the energy of D^(+2) by 0.2 eV and the second lowers it by 0.2 eV. With the lattice held at the starting geometry of each step, both cost energy: ε_d − E_F = 0.8 eV for the first and ε_d + U_H − 2λ − E_F = 0.4 eV for the second. The +1 state can thus occur in passing although it is not an equilibrium ground state. The rate depends in addition on the lattice barriers between the states, which formation energies do not determine.

Numbers for weak coupling. With λ = 0.2 eV and all else unchanged, the energies for +2, +1, 0 are 1.0, 3.0 and 5.4 eV. Now U = 0.8 − 0.4 = 0.4 eV, and the levels are ε(+2/+1) = 2.0 eV and ε(+1/0) = 2.4 eV. Between them the +1 state is lowest. The change of sign occurs at λ = 0.4 eV.

6. More than three charge states

With further charges, q must compete with distant rivals as well as with its neighbours. By section 3 it beats every p > q if E_F lies above all the levels ε(p/q), and every r < q if E_F lies below all the levels ε(q/r). Its window is therefore

max over p>q of ε(p/q) < E_F < min over r<q of ε(q/r).

To read this in terms of energies, choose one p > q and one r < q. The straight line through E(p) and E(r), plotted against charge, has at q the value [(q−r)E(p) + (p−q)E(r)]/(p−r). Let Δ be its height above E(q):

Δ = [(q−r)E(p) + (p−q)E(r)]/(p−r) − E(q).

The difference between the corresponding window edges is

ε(q/r) − ε(p/q) = [E(r) − E(q)]/(q−r) − [E(q) − E(p)]/(p−q).

Over the common denominator (q−r)(p−q) the numerator becomes

(p−q)E(r) + (q−r)E(p) − [(p−q) + (q−r)]E(q) = (p−r)Δ,

so that

ε(q/r) − ε(p/q) = (p−r)Δ/[(q−r)(p−q)].

All the other factors are positive. An intermediate charge q therefore has an open window if and only if Δ > 0 for every such pair, meaning that E(q) lies below every chord joining a higher and a lower charge. If some Δ is negative, q is not a ground state at any E_F. If the smallest Δ is zero, q can at best tie.

Limit of adjacent charges. For p = q+1 and r = q−1, Δ = U/2 and the edge difference is U, as in section 4. A negative U at q is therefore sufficient for skipping q. With more than three charges, q can be skipped even if its own U is positive.

An example with E(0) = 3.0, E(+1) = 2.4, E(+2) = 2.0 and E(+3) = 0.3 eV shows this. At +1,

U = 3.0 + 2.0 − 4.8 = 0.2 eV,

so +1 is stable against its two neighbours. But the chord from 0 to +3 has the height (2 × 3.0 + 0.3)/3 = 2.1 eV at charge +1, below E(+1) = 2.4 eV. The window would have to lie above ε(+3/+1) = 1.05 eV and below ε(+1/0) = 0.6 eV, which is impossible. At +2, U = 2.4 + 0.3 − 4.0 = −1.3 eV, so +2 is skipped too. The defect passes directly from +3 to 0 at ε(+3/0) = (3.0 − 0.3)/3 = 0.9 eV.

Skipping still requires a U that is negative or zero somewhere in the sequence, and a state that lies above the ground state at every E_F requires a negative one. To see this, let d_j = E(j) − E(j−1). Then U at charge j is d_(j+1) − d_j. If every U is nonnegative, the steps d_j do not decrease with j. The level ε(p/q) is minus the average of d_(q+1) … d_p, hence at most −d_(q+1). The level ε(q/r) is minus the average of d_(r+1) … d_q, hence at least −d_q. Since −d_(q+1) ≤ −d_q, no window is inverted. If every U is positive, every intermediate window is open.

7. Two limits of the result: small reservoirs and finite temperature

Small reservoir. Return to the three-state defect and fix the total number N of electrons shared by defect and reservoir. With n electrons on the defect, the lowest N − n reservoir levels are filled. Let a = η_(N−1) and b = η_N. Moving from n = 0 to n = 1 empties level b; moving from n = 1 to n = 2 empties level a. The singly occupied state is the unique lowest one if both

b > E_1 − E_0 = ε(+2/+1) and a < E_2 − E_1 = ε(+1/0).

Subtracting shows that b − a > −U is necessary. The second difference of the total energy is U + b − a, so the level spacing acts as an additional repulsion.

Apply this to the strong-coupling defect and the levels of section 2. With L = 2000, taking μ as the mean of a and b, n = 1 does not occur for any N, and the jump from n = 0 to n = 2 is at μ = 1.400 eV. For weak coupling, n = 1 occurs from μ = 1.999 to 2.400 eV. The lower end can fall slightly below 2.0 eV, as it does here, because only b has to exceed 2.0 eV while μ is the mean of a and b.

With L = 6 and N = 4 the levels are a = 1.166 eV and b = 1.834 eV. Then a < 1.2 eV and b > 1.6 eV, so the strong-coupling defect is singly occupied. The spacing of 0.668 eV outweighs U = −0.4 eV. Skipping is therefore guaranteed if the spacing b − a stays below |U|. A larger spacing allows the middle state but does not force it: for L = 7 the largest spacing is 0.574 eV, yet no pair of adjacent levels has a < 1.2 eV and b > 1.6 eV, and n = 1 does not occur. If several defects with U < 0 share the reservoir, at most one of them is singly occupied in the ground state, because any two would gain |U| by passing an electron between them. A very small metallic island can have a spacing above |U|. If it also has a charging energy K(N − n − N_0)²/2, with N_0 a constant, the second difference gains a further K.

Finite temperature. Let g_n be the spin degeneracy for n electrons. The oscillator excitations are the same for every n in the model of section 5, so their partition function cancels from the fractions. The remaining weights are

w_n = g_n exp[−(E_n − nE_F)/k_BT].

The fraction of defects with n = 1 is

P_1 = w_1/(w_0 + w_1 + w_2).

It is largest when (w_0 + w_2)/w_1 is smallest. Since (√w_0 − √w_2)² ≥ 0, w_0 + w_2 ≥ 2√(w_0w_2), with equality at w_0 = w_2. In the ratio √(w_0w_2)/w_1 the Fermi energy cancels:

√(w_0w_2)/w_1 = [√(g_0g_2)/g_1] exp(−U/2k_BT).

E_F can be chosen to make w_0 = w_2, so the bound is reached and

P_1,max = g_1/[g_1 + 2√(g_0g_2) exp(−U/2k_BT)].

With g_0 = g_2 = 1 and g_1 = 2 this is 1/[1 + exp(−U/2k_BT)]. At 300 K, k_BT = 0.02585 eV. For U = −0.4 eV the largest fraction is 4.4 × 10⁻⁴; for U = +0.4 eV it is 0.9996. As T → 0 these tend to 0 and 1. For k_BT much larger than |U| both tend to 1/2, and the sign of U no longer matters. A state skipped because U < 0 is thus rare when k_BT is much smaller than |U|, but not absent. At U = 0, with the same degeneracies, the largest fraction is 1/2 at every temperature. If the vibrational frequencies depend on the charge, the energies E(q) must be replaced by free energies, and the sign of U can then depend on temperature.
